# Work function of a metal slab from electron removal and Fermi level

## Form of the answer

Consider a metal slab that repeats periodically along its surface. If the removal of charge leaves this symmetry intact, every part of the surface contributes equally, and the energy of a cell of area \(A\) is \(A\,e(\sigma)\), where \(\sigma\) is the number of removed electrons per area. Removing one electron means \(\sigma=1/A\), so

\[
\Delta E(A)=A\left[e(1/A)-e(0)\right]=e'(0)+\frac{e''(0)}{2A}+O(A^{-2}).
\]

Symmetry, together with a smooth \(e(\sigma)\), thus fixes the form: a constant plus a term in \(1/A\). It remains to show that \(e'(0)\) is the vacuum level minus the Kohn-Sham Fermi level, and to find \(e''(0)\).

Dimensions show where a condition enters. In Hartree atomic units the charging energy of one electron is an inverse length. If the removed charge stays at a fixed distance \(d\), the energy \(d/A\) is possible. If the slab is an isolated flake and the electron goes to infinity, the one large length is \(\sqrt A\), and the charging energy falls as \(1/\sqrt A\). The inverse-area law therefore belongs to the first arrangement.

## Setting and assumptions

All potentials below are potential energies of an electron. The slab has fixed thickness \(L\), two identical faces and its mid-plane at \(z=0\).

1. The removed charge is spread over two uniform classical sheets at \(z=\pm D\), outside the electron density, each carrying \(\sigma/2\) electrons per area. \(D\) and \(L\) stay fixed as \(A\) grows.
2. The nuclei are fixed, the lateral symmetry is unbroken, and the Brillouin zone is integrated fully.
3. Total energy and Fermi level come from the same density functional, whose derivative \(v_{xc}\) is continuous as the electron number passes through neutrality. LDA satisfies this. For the exact functional it is an assumption about a gapless metal.
4. No subband edge crosses the Fermi level in the range of \(\sigma\) considered, and \(e(\sigma)\) is smooth there.

Let \(n\) be the electron density, \(n_+\) the fixed positive charge density and \(s=\tfrac{\sigma}{2}[\delta(z-D)+\delta(z+D)]\) the sheet density. The electrostatic potential obeys

\[
\nabla^2 v_{es}=-4\pi\,(n-n_++s).
\]

The whole is neutral, so there is no average field beyond the sheets. For the neutral slab, \(v_{es}\) is flat outside the surface; this constant is \(V_{vac}\). Let \(\mu(\sigma)\) be the Fermi level and \(v_{es}(D;\sigma)\) the lateral average at a sheet.

**Theorem.** Under these assumptions,

\[
E(N-1)-E(N)=W+\frac{1}{2cA}+O(A^{-2}),\qquad W=V_{vac}-\mu(0),
\]

\[
\frac1c=\left.\frac{d}{d\sigma}\left[v_{es}(D;\sigma)-\mu(\sigma)\right]\right|_{\sigma=0}.
\]

Here \(E(N-1)\) includes the sheets, and \(c\) is the capacitance per area between slab and sheets.

## Lemma 1: the cost of moving charge

**Claim.** \(\;de/d\sigma=v_{es}(D;\sigma)-\mu(\sigma)\).

**Proof.** Let the spin orbitals \(\psi_i\), with occupations \(f_i\), satisfy

\[
\left(-\tfrac12\nabla^2+v_{es}+v_{xc}\right)\psi_i=\varepsilon_i\psi_i,\qquad n=\sum_i f_i|\psi_i|^2 .
\]

The energy of the cell is

\[
E=\sum_i f_i\langle\psi_i|-\tfrac12\nabla^2|\psi_i\rangle+E_{xc}[n]+\tfrac12\int\rho\,v_{es}\,d^3r,\qquad \rho=n-n_++s,
\]

apart from the constant self-energy of point nuclei. Change \(\sigma\) by \(d\sigma\). The electrostatic term changes by \(\tfrac12\int(\delta\rho\,v_{es}+\rho\,\delta v_{es})\). The two parts are equal, because by Poisson's equation and Green's theorem

\[
\int(\delta\rho\,v_{es}-\rho\,\delta v_{es})\,d^3r=-\frac1{4\pi}\oint\left(v_{es}\nabla\delta v_{es}-\delta v_{es}\nabla v_{es}\right)\cdot d\mathbf S=0 .
\]

The lateral faces cancel by periodicity, and the outer faces, taken far beyond the sheets, carry no field. Hence the electrostatic change is \(\int v_{es}(\delta n+\delta s)\,d^3r\).

The exchange-correlation term changes by \(\int v_{xc}\,\delta n\,d^3r\). Inserting

\[
\delta n=\sum_i\delta f_i|\psi_i|^2+\sum_i f_i\left(\delta\psi_i^*\psi_i+\psi_i^*\delta\psi_i\right)
\]

and adding the kinetic change, we can use the Kohn-Sham equation in every term:

\[
\delta E=\sum_i\varepsilon_i\,\delta f_i+\sum_i f_i\varepsilon_i\,\delta\langle\psi_i|\psi_i\rangle+\int v_{es}\,\delta s\,d^3r .
\]

The second sum vanishes because the orbitals stay normalized. In the first, occupations change only for states whose energies lie within \(O(d\sigma)\) of \(\mu\). Since \(\sum_i\delta f_i=-A\,d\sigma\), that sum is \(-\mu A\,d\sigma\) to first order. The two sheets together gain \(A\,d\sigma\) electrons at potential \(v_{es}(D;\sigma)\), so the last term is \(+v_{es}(D;\sigma)A\,d\sigma\). Division by \(A\,d\sigma\) gives the claim. \(\square\)

A common shift of all potentials cancels in the difference, so the result does not depend on the zero of energy.

## Proof of the theorem

By assumption 2 the cell with one electron removed is \(A\) times the slab with \(\sigma=1/A\). Put \(g(\sigma)=v_{es}(D;\sigma)-\mu(\sigma)\). Lemma 1 gives

\[
\Delta E=A\int_0^{1/A}g(\sigma)\,d\sigma .
\]

At \(\sigma=0\) the sheets are empty and lie in the flat vacuum region, so \(g(0)=V_{vac}-\mu(0)=W\). By definition \(g'(0)=1/c\). Expanding \(g\) and integrating term by term,

\[
\Delta E=A\left[\frac{W}{A}+\frac{1}{2cA^2}+\frac{g''(0)}{6A^3}+\dots\right]
=W+\frac1{2cA}+\frac{g''(0)}{6A^2}+\dots\qquad\square
\]

The factor \(\tfrac12\) arises because the potential difference builds up linearly while the charge is transferred. As \(A\to\infty\), one electron no longer disturbs the slab measurably, and the total-energy difference becomes \(W\).

**Remark (adding an electron).** Setting \(\sigma=-1/A\) gives

\[
E(N+1)-E(N)=A\int_0^{-1/A}g\,d\sigma=-W+\frac1{2cA}-\frac{g''(0)}{6A^2}+\dots
\]

Hence \(E(N)-E(N+1)=W-1/(2cA)+O(A^{-2})\). Removal and addition energies approach \(W\) from opposite sides. Their difference is \(1/(cA)\) to leading order, and their mean is free of the \(1/A\) term.

**Remark (discrete states).** With a single set of lateral wave vectors instead of a full integration, one electron is taken from a discrete level. For \(m\) occupied free-electron subbands the density of states is \(mA/\pi\) (derived below), so the mean spacing per electron state is \(\pi/(mA)\). The error in the removal energy can be much larger than this spacing, because the levels are unevenly distributed. For free electrons in a square cell, the number of levels below a given energy typically fluctuates as \(A^{1/4}\), so the highest filled level scatters about the Fermi level by an amount of order \(A^{-3/4}\). This scatter is not a charging energy, and asymptotically it dies out more slowly than the \(1/A\) term. For the four subbands of the jellium slab below it is about \(10^{-3}\) hartree in cells of 5000 to 20000 bohr\(^2\). That is 5 to 9 times smaller than the charging term, which it overtakes only beyond about \(10^6\) bohr\(^2\).

## Lemma 2: the capacitance

**Claim.** Let \(\nu(z)=dn/d\sigma\) be the laterally averaged induced density at \(\sigma=0\), and \(\bar z=\int|z|\nu\,dz/\int\nu\,dz\). Then

\[
\frac1c=2\pi(D-z_0),\qquad z_0=\bar z+\frac1{2\pi}\frac{d}{d\sigma}\left[\mu-v_{es}(0)\right].
\]

**Proof.** Let \(u(z)=dv_{es}/d\sigma\), laterally averaged. Between the sheets \(u''=-4\pi\nu\), and \(u'(0)=0\) by symmetry. Therefore \(u'(z)=-4\pi\int_0^z\nu(z')\,dz'\). A second integration, with the order of integrals exchanged, gives

\[
u(D)-u(0)=-4\pi\int_0^D(D-z)\,\nu(z)\,dz .
\]

One electron is lost per unit of \(\sigma\), half of it on each side, so \(\int_0^D\nu\,dz=-\tfrac12\) and \(\int_0^D z\nu\,dz=-\tfrac12\bar z\). Thus

\[
u(D)-u(0)=-4\pi\left(-\frac D2+\frac{\bar z}2\right)=2\pi(D-\bar z).
\]

Now write \(v_{es}(D)-\mu=[v_{es}(D)-v_{es}(0)]-[\mu-v_{es}(0)]\) and differentiate:

\[
\frac1c=2\pi(D-\bar z)-\frac{d}{d\sigma}[\mu-v_{es}(0)]=2\pi(D-z_0).\qquad\square
\]

The charging term is therefore \(\pi(D-z_0)/A\). It is the energy of two parallel capacitors whose inner plates lie at \(\pm z_0\). If the induced charge of a thick slab is confined to its faces, the interior potential and \(\mu\) shift together. The derivative of \(\mu-v_{es}(0)\) then vanishes, and \(z_0=\bar z\).

The formula also shows what happens if the sheets recede as the cell grows: with \(D\propto\sqrt A\), the charging term falls as \(1/\sqrt A\).

## The isolated slab

**Proposition.** For a thin conducting disk of radius \(R\) that loses one electron to infinity, the classical charging energy is

\[
\frac{\pi}{4R}=\frac{\pi^{3/2}}{4\sqrt A},\qquad A=\pi R^2 .
\]

**Proof.** Try the charge density, summed over both faces,

\[
\tau(r)=\frac{Q}{2\pi R\sqrt{R^2-r^2}} .
\]

Its total is \(\int_0^R2\pi r\,\tau\,dr=(Q/R)\left[-\sqrt{R^2-r^2}\right]_0^R=Q\). To find the potential at any point \(P\) of the disk, use polar coordinates centred on \(P\). The area element \(s\,ds\,d\theta\) cancels the \(1/s\) of the Coulomb law, leaving an integral of \(\tau\) along every chord through \(P\), with directions \(0<\theta<\pi\).

Take a chord of half-length \(\ell\), at distance \(p\) from the disk centre, and measure \(t\) from its midpoint. Then \(R^2-r^2=R^2-p^2-t^2=\ell^2-t^2\), and

\[
\int_{-\ell}^{\ell}\frac{dt}{\sqrt{\ell^2-t^2}}=\pi
\]

for every chord. The potential is \(\frac{Q}{2\pi R}\cdot\pi\cdot\pi=\pi Q/(2R)\), the same at every \(P\), as equilibrium in a conductor requires. The energy is \(\tfrac12Q\) times this potential, which for \(Q=1\) is \(\pi/(4R)\). \(\square\)

For a flake much wider than it is thick, whose faces and rim all have the same work function, the ionization energy at this macroscopic level is \(W+\pi/(4R)\). The limit is again \(W\), but it is approached more slowly. A rim with a different work function adds an edge correction not included here: the difference of work functions times the fraction of the equilibrium charge that sits on the rim. For a flake of thickness \(L\ll R\) this fraction is about \(0.8\sqrt{L/R}\). The correction therefore falls as \(A^{-1/4}\), more slowly than \(\pi/(4R)\), and exceeds it for a large enough flake.

## A jellium slab in LDA

The example replaces the ions by a uniform positive background with \(r_s=4\) bohr, thickness 24 bohr and density \(3/(4\pi r_s^3)=0.00373\) bohr\(^{-3}\). The neutral slab holds \(0.00373\times24=0.0895\) electrons per bohr\(^2\). The sheets lie 20 bohr outside the background edges, at \(D=32\) bohr, where the orbitals are also set to zero. Correlation is that of Perdew and Wang.

Motion along the surface is free, so a subband with edge \(\varepsilon_i\) is filled up to \(k^2=2(\mu-\varepsilon_i)\). With two spins it holds

\[
2\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{2\pi}=\frac{\mu-\varepsilon_i}{\pi}
\]

electrons per area, which gives a density of states \(1/\pi\) per area and subband. Four subbands are occupied. The Fermi level lies 0.021 hartree above the highest occupied edge and 0.025 hartree below the next. The tests confirm that the number of occupied subbands does not change in the charged slabs of 24 bohr thickness used for the energy differences.

With the vacuum level at zero, the neutral slab has \(\mu=-0.10862\) hartree, so \(W=0.10862\) hartree, or 2.96 eV. The capacitance follows from the change of the Fermi level with charge: \(1/c=117.98\) hartree bohr\(^2\). For \(A=4000\) bohr\(^2\) the theorem predicts

\[
W+\frac{1}{2cA}=0.10862+\frac{117.98}{8000}=0.10862+0.01475=0.12337\ \text{hartree}.
\]

The difference of two total energies is 0.12340 hartree. The remainder, \(3.4\times10^{-5}\) hartree, is 0.257 times that at half the area, close to the factor \(1/4\) of an \(A^{-2}\) term. Between 8000 and 16000 bohr\(^2\) the excess over \(W\) falls with the power \(-1.0008\) of the area. At 16000 bohr\(^2\) it is still 0.0037 hartree, or 3.4% of \(W\), so the correction matters even for a large cell.

Adding an electron at \(A=4000\) bohr\(^2\) gives 0.09391 hartree. The mean with the removal energy is 0.10866 hartree, within \(4\times10^{-5}\) hartree of \(W\). Their difference locates the effective plane:

\[
z_0\simeq D-\frac{A(0.123402-0.093909)}{2\pi}=32-18.78=13.22\ \text{bohr}.
\]

Lemma 2 gives the same plane from the induced density and the interior potential, without total energies. The induced charge is centred at 13.257 bohr and the finite-thickness term is \(-0.034\) bohr, which add to 13.22 bohr. The effective plate of this slab thus lies 1.22 bohr outside the background edge. The offset depends on thickness: it is 0.96 bohr at 12 bohr and 1.28 bohr at 36 bohr, where the finite-thickness term is \(-0.135\) and \(-0.010\) bohr. Moving the sheets outward by 10 bohr leaves \(W\) unchanged to the printed digits and raises \(1/c\) by \(180.81-117.98=62.83\) hartree bohr\(^2\), as \(2\pi\times10\) requires.

The lateral limit must be kept apart from the limit of large thickness. Slabs of 12, 24 and 36 bohr have \(W=0.1093\), 0.1086 and 0.1075 hartree. At 12 and 36 bohr the mean of the removal and addition energies also agrees with the Fermi-level value to \(2\times10^{-6}\) hartree. The identity holds at each thickness, while \(W\) itself oscillates with thickness as subbands fill. These three slabs differ by only 0.05 eV, but between 12 and 36 bohr \(W\) ranges over about 0.2 eV, from 2.77 to 2.99 eV, so 2.96 eV is not a converged value for a semi-infinite surface. Doubling the grid step lowers \(W\) by \(5\times10^{-5}\) hartree. In the limit of zero step, \(W\) and the removal and addition energies all rise by about \(1.6\times10^{-5}\) hartree (\(W=0.10864\)), so their last digit above is not converged. The values of \(1/c\), \(z_0\) and the remainder do not change in the digits shown.

For an ideal thin disk of 16000 bohr\(^2\), the isolated charging energy is 0.0110 hartree, three times the 0.0037 hartree of the fixed sheets. Its radius is 71 bohr, so a 24 bohr slab would be only roughly thin. The disk value is an upper estimate for it, because a thicker conductor with the same faces has a larger capacitance. A conducting cylinder of that radius and 24 bohr thickness has a charging energy of 0.0090 hartree, 2.4 times the fixed-sheet value.

These numbers describe the model. Jellium has no lattice, and the LDA potential lacks the image tail outside the surface. The theorem equates two ways of obtaining the work function within one functional; it does not make that functional accurate. The full values are in the numerical output.

## Table of computed values

```
density parameter r_s = 4.0 bohr
background density = 0.003730 bohr^-3
slab thickness = 24.0 bohr, sheet position D = 32.0 bohr
grid step = 0.10 bohr
electrons per area, neutral = 0.089525 bohr^-2
occupied subbands = 4
mu minus highest occupied subband edge = 0.02069 hartree
next subband edge minus mu = 0.02498 hartree
electrostatic energy 15 bohr outside edge = -6.4e-09 hartree
Fermi level, vacuum at zero = -0.108620 hartree
W = V_vac - mu = 0.108620 hartree = 2.956 eV
area (bohr^2) | E(N-1)-E(N) | minus W | 1/(2cA) | remainder (hartree)
   1000 | 0.168118 | 0.059498 | 0.058991 | 5.07e-04
   2000 | 0.138249 | 0.029629 | 0.029496 | 1.33e-04
   4000 | 0.123402 | 0.014782 | 0.014748 | 3.42e-05
   8000 | 0.116003 | 0.007383 | 0.007374 | 8.69e-06
  16000 | 0.112310 | 0.003689 | 0.003687 | 2.20e-06
log-log slope of excess, last two areas = -1.0008
remainder ratio, area 4000 to area 2000 = 0.257
Janak integral, area 1000 bohr^2 = 0.168118 hartree
E(N)-E(N+1), area 4000 bohr^2 = 0.093909 hartree
mean of removal and addition, same area = 0.108656 hartree
1/c = 117.982 hartree bohr^2
z0 from total energies = 13.2238 bohr
induced-charge centroid = 13.2568 bohr
finite-thickness term = -0.0343 bohr
z0 from density and inner level = 13.2226 bohr
z0 minus background edge = 1.2238 bohr
sheets 10 bohr farther: W = 0.108620 hartree
sheets 10 bohr farther: 1/c = 180.814 hartree bohr^2
grid step 0.20 bohr: W = 0.108574 hartree
thickness 12 bohr: W from mu = 0.109281, from energies = 0.109283 hartree
thickness 36 bohr: W from mu = 0.107495, from energies = 0.107497 hartree
disk R = 50 bohr, potential at r/R = 0.2, 0.5, 0.8: 0.031416, 0.031416, 0.031416 hartree
disk formula pi/(2R) = 0.031416 hartree
isolated disk, area 1000 bohr^2: charging = 0.044021 hartree
isolated disk, area 4000 bohr^2: charging = 0.022011 hartree
isolated disk, area 16000 bohr^2: charging = 0.011005 hartree
```
